# Mönch's pinning rule applied to silicon and silica: a program that tests the result

```python
# Result under test: the barrier between a metal and a semiconductor obeys
#   phi = S*(Phi - chi) + (1 - S)*phi0,   S = 1/(1 + A),
# with A = 4 pi D delta/eps_i in atomic units. Monch's empirical rule
# A = 0.1*(eps_inf - 1)^2 then gives S near 0.08 (Si) and 0.86 (silica).
# Phi: work function; chi: electron affinity; phi0: depth of the neutrality
# level below the conduction edge; D: interface states per area and energy;
# delta, eps_i: thickness and permittivity of the dipole layer.
# Internal units: eV, angstrom, electron charges.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

EPS0 = sc.epsilon_0 / sc.e * 1e-10            # e/(V angstrom)
COULOMB = 1 / (4 * np.pi * EPS0)              # eV angstrom
KB = sc.k / sc.e                              # eV/K
HB2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20  # eV angstrom^2
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10

delta, eps_i = 4.0, 2.0
t = delta / eps_i
metals = {"low": 4.1, "high": 5.6}
materials = {
    "silicon": dict(eps=11.7, chi=4.05, gap=1.12, phi0=0.8),
    "silica": dict(eps=2.25, chi=0.9, gap=9.0, phi0=4.5),
}


def monch(eps, prefactor=0.1):
    return 1 / (1 + prefactor * (eps - 1)**2)


def balance(m, work, D, temp=300.0, far=lambda phi: 0.0):
    """Barrier from thermally filled gap states; far = positive charge
    per area lying beyond the interface states."""
    energy = np.linspace(0, m["gap"], 20001)   # above the valence edge

    def residual(phi):
        fermi = m["gap"] - phi
        filling = expit(-(energy - fermi) / (KB * temp))
        neutral = m["gap"] - m["phi0"]
        n = D * (trapezoid(filling, energy) - neutral)
        return phi - (work - m["chi"]) - t / EPS0 * (n - far(phi))
    return brentq(residual, 0, m["gap"], xtol=1e-12)


def energy_minimum(m, work, D):
    """Barrier from the electron transfer n that minimizes the energy."""
    bare = work - m["chi"]

    def cost(n):
        return n * (bare - m["phi0"]) + n**2 / (2 * D) + t * n**2 / (2 * EPS0)
    n = minimize_scalar(cost, bracket=(-0.01, 0.01), tol=1e-10).x
    return bare + n * t / EPS0


print(f"Work functions, low and high: {metals['low']}, {metals['high']} eV")
print(f"Dipole layer: thickness {delta} angstrom, permittivity {eps_i}")
span_metal = metals["high"] - metals["low"]
print(f"Work-function span: {span_metal:.2f} eV")

for name, m in materials.items():
    eps = m["eps"]
    A = 0.1 * (eps - 1)**2
    S = monch(eps)
    D = A * EPS0 / t
    D_au = D * HARTREE * BOHR**2
    assert abs(4 * np.pi * D_au * (delta / BOHR) / eps_i - A) < 1e-6 * A
    m.update(S=S, D=D, phi={})
    print(f"{name}: eps_inf {eps}, affinity {m['chi']} eV, "
          f"gap {m['gap']} eV, neutrality depth {m['phi0']} eV")
    print(f"{name}: (eps-1)^2 = {(eps-1)**2:.4f}, A = {A:.5f}, S = {S:.4f}")
    print(f"{name}: interface states {D*1e16:.2e} per eV cm^2")
    thermal = 0.0
    for label, work in metals.items():
        phi = S * (work - m["chi"]) + (1 - S) * m["phi0"]
        assert abs(balance(m, work, D) - phi) < 1e-4
        assert abs(energy_minimum(m, work, D) - phi) < 1e-5
        thermal = max(thermal, abs(balance(m, work, D, 400.0) - phi))
        m["phi"][label] = phi
        print(f"{name}, {label}: bare barrier {work-m['chi']:.2f} eV, "
              f"pinned barrier {phi:.3f} eV")
    # slope measured on the numerical balance, not on the barrier formula
    slope = (balance(m, metals["high"], D)
             - balance(m, metals["low"], D)) / span_metal
    assert abs(slope - S) < 1e-4
    assert thermal < 1e-3
    print(f"{name}: slope from charge balance {slope:.4f}, "
          f"barrier span {slope*span_metal:.3f} eV")
    print(f"{name}: largest barrier change from filling at 400 K "
          f"{thermal:.4f} eV")
    h = 1e-4
    by_eps = np.log(monch(eps * (1 + h)) / monch(eps * (1 - h))) / (2 * h)
    by_pre = np.log(monch(eps, 0.1 * (1 + h))
                    / monch(eps, 0.1 * (1 - h))) / (2 * h)
    assert abs(by_eps + 0.2 * eps * (eps - 1) * S) < 1e-5
    assert abs(by_pre + 1 - S) < 1e-5
    print(f"{name}: dlnS/dln(eps) {by_eps:.3f}, dlnS/dln(prefactor) {by_pre:.3f}")
    for a in (0.05, 0.2):
        s = monch(eps, a)
        print(f"{name}: prefactor {a}: S = {s:.3f}, span {s*span_metal:.3f} eV")

assert round(materials["silicon"]["S"], 2) == 0.08
assert round(materials["silica"]["S"], 2) == 0.86
half = brentq(lambda x: monch(x) - 0.5, 1, 20)
assert abs(half - 1 - np.sqrt(10)) < 1e-8
print(f"Permittivity at which S = 1/2: {half:.3f}")
eps_static = 3.9
print(f"Silica with static permittivity {eps_static} (wrong input): "
      f"S = {monch(eps_static):.3f}")


def image_lowering(field, eps):
    """Image-force lowering, checked against a numerical barrier maximum."""
    formula = np.sqrt(COULOMB * field / eps)
    top = minimize_scalar(lambda x: COULOMB / (4 * eps * x) + field * x,
                          bounds=(0.1, 500), method="bounded",
                          options={"xatol": 1e-8})
    assert abs(top.fun - formula) < 1e-6
    return formula


# Silicon: depletion charge, image force and tunnelling
si = materials["silicon"]
doping_cm3, Nc_cm3, mass, temp = 1e17, 2.8e19, 0.19, 300.0
kT = KB * temp
N = doping_cm3 * 1e-24
xi = kT * np.log(Nc_cm3 / doping_cm3)
print(f"Silicon doping {doping_cm3:.0e} cm^-3, band density {Nc_cm3:.1e} cm^-3, "
      f"{temp:.0f} K")
print(f"Silicon bulk Fermi depth {xi:.3f} eV, tunnelling mass {mass} m_e")


def depletion(phi):
    return np.sqrt(2 * si["eps"] * EPS0 * N * max(phi - xi, 0.0))


def wkb_shape(a):
    return 0.5 * (np.sqrt(1 - a * a) - a * a * np.arccosh(1 / a))


assert abs(quad(lambda s: np.sqrt(s*s - 0.09), 0.3, 1)[0] - wkb_shape(0.3)) < 1e-7
for label, work in metals.items():
    phi = si["phi"][label]
    psi = phi - xi
    sigma = depletion(phi)
    # first integral of Poisson's equation including the mobile electrons;
    # their tail lowers the charge by about kT/(2 psi), hence 3 percent
    area = quad(lambda u: 1 - np.exp(-u / kT), 0, psi)[0]
    full = np.sqrt(2 * si["eps"] * EPS0 * N * area)
    assert abs(full / sigma - 1) < 0.03
    shift = balance(si, work, si["D"], far=depletion) - phi
    assert abs(shift + si["S"] * t * sigma / EPS0) < 1e-4
    field = sigma / (si["eps"] * EPS0)
    width = sigma / N
    image = image_lowering(field, si["eps"])
    E = np.linspace(1e-8, psi * (1 - 1e-10), 20001)
    exponent = (2 * width * np.sqrt(mass * psi / HB2M)
                * wkb_shape(np.sqrt(E / psi)))
    gain = 1 + trapezoid(np.exp((psi - E) / kT - exponent), E) / kT
    print(f"Silicon, {label}: depletion width {width/10:.1f} nm, "
          f"field {field*100:.3f} MV/cm")
    print(f"Silicon, {label}: depletion dipole shift {shift:.4f} eV, "
          f"image lowering {image:.3f} eV")
    print(f"Silicon, {label}: tunnelling current factor {gain:.2f}, "
          f"effective lowering {kT*np.log(gain):.3f} eV")

# Silica: field that pulls electrons from the metal into the oxide
ox = materials["silica"]
field_MV, thickness, mass_ox = 1.0, 100.0, 0.5
field = field_MV / 100
far_charge = eps_static * EPS0 * field
phi = ox["phi"]["low"]
shift = balance(ox, metals["low"], ox["D"], far=lambda p: far_charge) - phi
assert abs(shift + ox["S"] * t * eps_static * field) < 1e-4
action = quad(lambda x: 2 * np.sqrt(mass_ox * (phi - field * x) / HB2M),
              0, thickness)[0]
print(f"Silica field {field_MV} MV/cm, film {thickness/10:.0f} nm, "
      f"tunnelling mass {mass_ox} m_e")
print(f"Silica image lowering {image_lowering(field, ox['eps']):.3f} eV, "
      f"field dipole shift {shift:.3f} eV")
print(f"Silica, low: log10 of WKB transmission {-action/np.log(10):.1f}")
print("done: every assertion held")
```

Output:

```
Work functions, low and high: 4.1, 5.6 eV
Dipole layer: thickness 4.0 angstrom, permittivity 2.0
Work-function span: 1.50 eV
silicon: eps_inf 11.7, affinity 4.05 eV, gap 1.12 eV, neutrality depth 0.8 eV
silicon: (eps-1)^2 = 114.4900, A = 11.44900, S = 0.0803
silicon: interface states 3.16e+14 per eV cm^2
silicon, low: bare barrier 0.05 eV, pinned barrier 0.740 eV
silicon, high: bare barrier 1.55 eV, pinned barrier 0.860 eV
silicon: slope from charge balance 0.0803, barrier span 0.120 eV
silicon: largest barrier change from filling at 400 K 0.0000 eV
silicon: dlnS/dln(eps) -2.011, dlnS/dln(prefactor) -0.920
silicon: prefactor 0.05: S = 0.149, span 0.223 eV
silicon: prefactor 0.2: S = 0.042, span 0.063 eV
silica: eps_inf 2.25, affinity 0.9 eV, gap 9.0 eV, neutrality depth 4.5 eV
silica: (eps-1)^2 = 1.5625, A = 0.15625, S = 0.8649
silica: interface states 4.32e+12 per eV cm^2
silica, low: bare barrier 3.20 eV, pinned barrier 3.376 eV
silica, high: bare barrier 4.70 eV, pinned barrier 4.673 eV
silica: slope from charge balance 0.8649, barrier span 1.297 eV
silica: largest barrier change from filling at 400 K 0.0000 eV
silica: dlnS/dln(eps) -0.486, dlnS/dln(prefactor) -0.135
silica: prefactor 0.05: S = 0.928, span 1.391 eV
silica: prefactor 0.2: S = 0.762, span 1.143 eV
Permittivity at which S = 1/2: 4.162
Silica with static permittivity 3.9 (wrong input): S = 0.543
Silicon doping 1e+17 cm^-3, band density 2.8e+19 cm^-3, 300 K
Silicon bulk Fermi depth 0.146 eV, tunnelling mass 0.19 m_e
Silicon, low: depletion width 87.6 nm, field 0.136 MV/cm
Silicon, low: depletion dipole shift -0.0025 eV, image lowering 0.041 eV
Silicon, low: tunnelling current factor 3.36, effective lowering 0.031 eV
Silicon, high: depletion width 96.1 nm, field 0.149 MV/cm
Silicon, high: depletion dipole shift -0.0028 eV, image lowering 0.043 eV
Silicon, high: tunnelling current factor 3.73, effective lowering 0.034 eV
Silica field 1.0 MV/cm, film 10 nm, tunnelling mass 0.5 m_e
Silica image lowering 0.253 eV, field dipole shift -0.067 eV
Silica, low: log10 of WKB transmission -53.3
done: every assertion held
```
